# Thermal Corrections to the Equilibrium Critical Thickness of a Strained Film

A thin crystalline film grows at 1000 K on a substrate with a slightly different lattice spacing. While thin, it stretches or compresses to match the substrate. Beyond a critical thickness, a dislocation at the interface repays its own energy by relieving misfit. The simplest calculation of that thickness uses elastic energies alone, as if a hot dislocation were a straight, motionless line. How much can heat change the answer?

## The estimate on one line

A dislocation in a film about 10 nm thick has a line energy near 20 eV/nm. Suppose thermal disorder gives it an entropy of about $k_B$ for each Burgers length $b$. With $k_BT=0.0862$ eV and $b=0.39$ nm, the free energy falls by

$$\frac{k_BT}{b}=\frac{0.0862}{0.39}=0.22\ \text{eV/nm},$$

about 1 % of the line energy. The critical thickness should therefore fall by about 1 %.

Three questions remain. The thickness need not respond in proportion to the line energy. The entropy might exceed $k_B$ per $b$. Heat also changes the elastic moduli and the misfit, and neither change is measured by $k_BT/b$.

## The energy balance

Take an isotropic film of thickness $h$ on a thick substrate with the same shear modulus $\mu$ and Poisson ratio $\nu$. The misfit strain has magnitude $f$. One long, straight dislocation lies at the interface, and its Burgers vector makes 60° with its line. In a cubic film with a (001) surface, the vector has a screw part $b/2$, an in-plane part $b/2$ across the line, and a vertical part $b/\sqrt2$. The total edge part satisfies $b_e^2=b^2/4+b^2/2=3b^2/4$, and the screw part satisfies $b_s^2=b^2/4$.

**Edge field.** Use polar coordinates around the line, with the edge Burgers vector along $\theta=0$, and try

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{D\cos\theta}{r}.$$

The radial force balance is $\partial_r\sigma_{rr}+r^{-1}\partial_\theta\sigma_{r\theta}+(\sigma_{rr}-\sigma_{\theta\theta})/r=(D\sin\theta-D\sin\theta)/r^2=0$. The angular one is $\partial_r\sigma_{r\theta}+r^{-1}\partial_\theta\sigma_{\theta\theta}+2\sigma_{r\theta}/r=(-1-1+2)D\cos\theta/r^2=0$.

The displacement fixes $D$. In plane strain, $e_{ij}=[\sigma_{ij}-\nu\delta_{ij}(\sigma_{rr}+\sigma_{\theta\theta})]/2\mu$. With $K=D/2\mu$ and $q=1-2\nu$,

$$e_{rr}=e_{\theta\theta}=-\frac{Kq\sin\theta}{r},\qquad e_{r\theta}=\frac{K\cos\theta}{r}.$$

Integrating $e_{rr}=\partial_ru_r$ gives $u_r=-Kq\sin\theta\ln r+F(\theta)$. Then $re_{\theta\theta}=u_r+\partial_\theta u_\theta$ gives

$$u_\theta=Kq\cos\theta(1-\ln r)-\int F\,d\theta .$$

Insert both in $2re_{r\theta}=\partial_\theta u_r+r\partial_ru_\theta-u_\theta$. The logarithms cancel, leaving

$$F'+\int F\,d\theta-2Kq\cos\theta=2K\cos\theta .$$

Since $2K(1+q)=4K(1-\nu)$, differentiation gives $F''+F=-4K(1-\nu)\sin\theta$, solved by $F=2K(1-\nu)\theta\cos\theta$. One circuit changes $u_r$ on the axis by $4\pi K(1-\nu)$, which must equal $b_e$. Hence $D=2\mu K=\mu b_e/[2\pi(1-\nu)]$.

**Line energy.** The plane-strain energy density is

$$w=\frac{\sigma_{rr}^2+\sigma_{\theta\theta}^2+2\sigma_{r\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2}{4\mu}
=\frac{D^2(2-4\nu\sin^2\theta)}{4\mu r^2}.$$

Its angular integral is $\pi D^2(1-\nu)/(\mu r^2)$. An annulus of width $dr$ therefore stores

$$\frac{\mu b_e^2}{4\pi(1-\nu)}\frac{dr}{r}.$$

For the screw part, $u_z=b_s\theta/2\pi$ gives a shear stress $\mu b_s/2\pi r$ and an annular energy $(\mu b_s^2/4\pi)\,dr/r$. The two fields involve different strain components, so their energies add. The coefficient of $dr/r$ is

$$A=\frac{\mu b^2}{4\pi}\left[\frac14+\frac{3}{4(1-\nu)}\right]
=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)} .$$

The free surface distorts the distant field, but close to the line the bulk field dominates. Cut the elastic region off at a core radius $r_0\ll h$. By dimensions, the energy depends on length only through $h/r_0$. Raising $r_0$ removes an annulus with coefficient $A$, so the energy is $A\ln(h/r_0)$ plus a constant. With the surface and core constants collected in one parameter $\alpha$,

$$E(h)=A\ln\frac{\alpha h}{b}.$$

**Misfit work.** Both in-plane strains equal $f$, and the film is free to relax normal to its surface. With $\kappa=\nu/(1-2\nu)$, zero normal stress requires $e_z=-\kappa t$, where $t=2f+e_z$ is the volume strain. Thus $t=2f/(1+\kappa)=2f(1-2\nu)/(1-\nu)$, and the in-plane stress is

$$\sigma=2\mu(f+\kappa t)=2\mu f\left(1+\frac{2\nu}{1-\nu}\right)=\frac{2\mu(1+\nu)f}{1-\nu}.$$

Dislocations at a large spacing $p$ reduce one in-plane strain by $b/(2p)$. The energy gained per area is $\sigma hb/(2p)$ to first order, so each line gains $Bh$ per length, with $B=\sigma b/2$.

The energy of the first dislocation, relative to the coherent film, is

$$G(h)=A\ln\frac{\alpha h}{b}-Bh .$$

It has a maximum at $h^*=A/B$. The critical thickness $h_0$ is the zero above $h^*$. The lower zero lies at core dimensions, where the continuum expression has no meaning.

## How the thickness responds

Let disorder lower the line free energy by $\varepsilon=s\,k_BT/b$, where $s$ is the reduction in units of $k_BT$ per Burgers length. The new critical thickness $h_1$ obeys

$$A\ln\frac{\alpha h_1}{b}-\varepsilon=Bh_1 .$$

The left side equals $A\ln(\alpha e^{-\varepsilon/A}h_1/b)$, so a thickness-independent $\varepsilon$ acts as a change of core parameter. Put $u=h_1/h^*$ and divide by $A$. Then $u=\ln(\alpha h^*u/b)-\varepsilon/A$, or

$$-u e^{-u}=-\frac{b}{\alpha h^*}e^{\varepsilon/A},\qquad
h_1=-h^*W_{-1}\!\left(-\frac{b}{\alpha h^*}e^{\varepsilon/A}\right).$$

Here $W$ is the Lambert function, the inverse of $xe^x$; its branch $-1$ gives the root with $u>1$.

For a small change, differentiating the balance gives $(A/h)\,dh-d\varepsilon=B\,dh$. Since $Bh_0=E$ at the critical thickness,

$$\frac{dh}{h_0}=-\frac{d\varepsilon}{E-A}=-\frac{E}{E-A}\,\frac{d\varepsilon}{E}.$$

The factor $E/(E-A)$ amplifies the first estimate. It arises because a thinner film also has a lower line energy, which partly offsets the loss of misfit work.

For a finite change, concavity supplies bounds. Since $G''=-A/h^2<0$, the curve lies below its tangent at $h_0$ and above the chord from $h^*$ to $h_0$. With $G(h_1)=\varepsilon$, these statements read

$$\varepsilon\le\left(B-\frac{A}{h_0}\right)(h_0-h_1),\qquad
\varepsilon\ge G(h^*)\frac{h_0-h_1}{h_0-h^*}.$$

Therefore

$$\frac{\varepsilon}{B-A/h_0}\le h_0-h_1\le
\frac{\varepsilon(h_0-h^*)}{G(h^*)},\qquad 0\le\varepsilon<G(h^*).$$

If the core stiffens instead, $\varepsilon$ is negative and $h_1>h_0$. The tangent then bounds the rise from above by $|\varepsilon|/(B-A/h_0)$.

## How much entropy a wandering line can have

Divide the line into $N$ segments of length $b$. At each segment it may stay at its depth or move one atomic row up or down in its glide plane. Overhangs, climb and changes of glide plane are excluded.

The straight line at the interface is the local energy minimum. If the line lies at depth $d$ inside the film, its energy is $A\ln(\alpha d/b)-Bd$, with slope $A/d-B<0$ for $d>h^*$. In the substrate the misfit work stays at $Bh$, and the slope is $A/d>0$. Escape to the free surface is excluded, since that would remove the dislocation.

Let $E_{\min}$ be the energy of the straight line. The partition function contains that path and has at most $3^N$ terms, none larger than its Boltzmann factor:

$$e^{-E_{\min}/k_BT}\le Z\le3^N e^{-E_{\min}/k_BT}.$$

Taking $-k_BT\ln Z$ and dividing by $Nb$ shows that the free energy per length falls by at most $(k_BT/b)\ln3$. Thus $0\le s\le\ln3=1.10$. This ceiling belongs to the three-choice model; $z$ choices would give $\ln z$.

The actual $s$ follows from a transfer matrix. Let $V_n$ be the energy of a segment displaced by $n$ rows, relative to the interface, and let $E_k$ be the energy of a one-row kink. For $|m-n|\le1$,

$$T_{mn}=\exp\left[-\frac{(V_m+V_n)/2+|m-n|E_k}{k_BT}\right],$$

and other elements vanish. Multiplying matrices sums over paths. For a long line, $Z$ grows as $\lambda^N$, where $\lambda$ is the largest eigenvalue, so $s=\ln\lambda$.

## A film with one per cent misfit

Take $\mu=60$ GPa, $\nu=0.25$, $b=0.39$ nm, $f=0.010$ at 1000 K, and $\alpha=e$. These are rough values in the regime of a silicon-rich silicon–germanium film on silicon. With 1 GPa equal to 6.24 eV/nm³,

$$A=\frac{60(6.24)(0.39)^2(0.9375)}{4\pi(0.75)}=5.67\ \text{eV/nm},$$

and $B=2.43$ eV/nm². The root is $h_0=9.84$ nm, and the line energy is $E=Bh_0=24.0$ eV/nm. The amplification is $24.0/(24.0-5.67)=1.31$.

At the counting ceiling, $\varepsilon=1.10(0.221)=0.243$ eV/nm. The linear response gives

$$\frac{0.243}{2.434-5.666/9.842}=0.131\ \text{nm}.$$

The numerical root also falls by 0.131 nm, or 1.3 % of $h_0$. The concavity bounds are 0.131 and 0.180 nm. The same change would result from multiplying $\alpha$ by 0.958.

Even with no kink energy, the energy well at the interface restricts wandering, and the transfer matrix gives $s=0.45$. Recalculating the well as the thickness changes gives a critical thickness of 9.79 nm, a fall of about 0.05 nm. With a kink energy of 0.5 eV, $s$ drops to about $10^{-5}$. The reason is that an excursion from the interface and back needs two kinks, with a Boltzmann factor $e^{-1.0/0.0862}\approx10^{-5}$. In this model, configurational entropy is then negligible, far below its ceiling.

Choosing where to place the whole line also adds far less than the counting ceiling. A line of length $L$ with $M$ possible positions gains $k_BT\ln M/L$. For a length and a range of positions both equal to 1000 nm, with positions spaced by $b$, this is 0.0007 eV/nm.

## Vibrations of the core

Counting paths does not bound vibrational entropy. A harmonic mode with $x=\hbar\omega/k_BT$ has the partition function

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{1}{2\sinh(x/2)},$$

which becomes $1/x$ at high temperature. If the dislocation changes frequencies $\omega_i$ to $\omega_i'$, the classical contribution to the free-energy reduction $s$ is $s_{\rm vib}=\sum_i\ln(\omega_i/\omega_i')$, summed over the modes in a length $b$. In this classical limit it also equals the entropy gain in units of $k_B$.

As an allowance, let twenty core modes soften by 10 %. Classically, $s_{\rm vib}=-20\ln0.9=2.11$; for initial quanta of 0.040 eV, the quantum free energies give 2.14. Added to the counting ceiling, this makes $\varepsilon=0.716$ eV/nm and lowers the critical thickness by 0.39 nm, or 3.9 %. That figure depends on the assumed softening and is not a general bound. It also includes the change in zero-point energy, $20(0.004)/2=0.04$ eV per $b$ or $0.46\,k_BT$, which is present at zero temperature; without it the combined fall is 0.33 nm. Core stiffening that gives the same magnitude of $s_{\rm vib}$, with no counting term, would raise the thickness by 0.25 nm.

## The larger entropy that cancels

The elastic field around the line also has entropy. At fixed temperature, isothermal moduli make $E$ a free energy, so its entropy is $-\partial E/\partial T$. If $\mu$ softens by a fraction $c$ per kelvin while $\nu$, $\alpha$ and the lengths stay fixed, this equals $cE$ per length. For a rough $c=8\times10^{-5}$ K⁻¹,

$$\frac{cEb}{k_B}=\frac{(8\times10^{-5})(23.96)(0.39)}{8.617\times10^{-5}}=8.7 .$$

The field entropy is therefore several times the supposed scale of one $k_B$ per $b$. Between 300 and 1000 K, the line energy at fixed $h$ falls by 1.34 eV/nm, much more than the 0.243 eV/nm counting ceiling.

Yet this leaves $h_0$ unchanged. Both $A$ and $B$ are proportional to $\mu$, so a common softening cancels from $G=0$. In a cubic crystal the three elastic constants soften at somewhat different rates, so the cancellation is close but not exact; typical temperature coefficients of silicon leave a rise of about 0.4 % in $h_0$ over this interval. The vibrational allowance must describe local core changes beyond this elastic softening, or the same entropy would be counted twice.

The cancellation fails if film and substrate soften differently. For a screw at their interface, write the displacement gradients per angle as $g_f$ and $g_s$. Equal tractions require $\mu_fg_f=\mu_sg_s$, and the Burgers circuit requires $\pi(g_f+g_s)=b_s$. The annular energy coefficient is then

$$\frac{\pi}{2}(\mu_fg_f^2+\mu_sg_s^2)=\frac{\mu_f g_f b_s}{2}
=\frac{b_s^2}{4\pi}\frac{2\mu_f\mu_s}{\mu_f+\mu_s}.$$

Using this average for the whole dislocation as an estimate, a film modulus 1 % below the substrate's raises $h_0$ by 0.06 nm. A Poisson ratio higher by 0.01 in both materials lowers it by 0.14 nm, as much as the counting ceiling.

## Thermal misfit

Differential expansion changes $B$ without a matching change in $A$. At the critical thickness, varying $f$ in $A\ln(\alpha h/b)=Bh$ gives $A\,d\ln h=E(d\ln h+d\ln f)$, so

$$\frac{d\ln h}{d\ln f}=-\frac{E}{E-A}=-1.31 .$$

Suppose the film has the larger lattice spacing and expands faster by $0.8\times10^{-6}$ K⁻¹, a rough value. The misfit rises from 0.00944 at 300 K to 0.0100 at 1000 K. With the other parameters held at their 1000 K values, the critical thickness falls from 10.61 to 9.84 nm, or by 7.3 % of its 300 K value. This exceeds both the counting ceiling and the vibrational allowance. If the larger-spaced film expanded more slowly than the substrate, the sign would reverse.

Common lattice expansion matters less. At fixed $f$ and $\mu$, $A\propto b^2$ and $B\propto b$, so $h_0\propto b$. An expansion coefficient of $4\times10^{-6}$ K⁻¹ raises $h_0$ by 0.03 nm over the same interval.

## Small and large misfit

Hold every parameter except $f$ fixed, and set the entropy at the counting ceiling.

| $f$ | $h_0$ (nm) | $E$ (eV/nm) | fall in $h_0$ |
|---|---:|---:|---:|
| 0.005 | 23.8 | 29.0 | 1.0 % |
| 0.010 | 9.84 | 24.0 | 1.3 % |
| 0.020 | 3.82 | 18.6 | 1.9 % |

At small misfit the film is thick, $E$ grows logarithmically, and at fixed $\varepsilon$ the relative shift $\varepsilon/(E-A)$ slowly decreases. The actual $s$ moves the other way, because the well at the interface is shallower at small misfit. With no kink energy the transfer matrix gives $s=0.69$, 0.45 and 0.17 for the three rows, so over this range the actual relative fall is largest at the smallest misfit. If jumps of any size are allowed at no cost, $s$ reaches 1.5 at $f=0.005$, above $\ln3$. At large misfit $h_0$ approaches $h^*$, $E$ approaches $A$, and the linear response diverges. The two roots merge when $\ln(\alpha h^*/b)=1$. For $\alpha=e$ this means $h^*=b$, so the continuum description fails before the divergence can be trusted.

## Beside a real film

For silicon–germanium on silicon, a misfit of 0.010 corresponds to roughly one quarter germanium. The shear modulus, Poisson ratio and Burgers length are typical in size, but the real crystals are elastically anisotropic. For a (001) film of this composition, room-temperature cubic elastic constants give a ratio $\sigma/f$ near 170 GPa, against the 200 GPa implied by the isotropic values. Changing $B$ alone to match raises $h_0$ to about 12 nm, a larger change than any thermal shift found above; a full anisotropic calculation would also change $A$. A 60° dislocation in these crystals also splits into 30° and 90° partials joined by a stacking fault. With the same isotropic constants and a fault energy of 0.05 to 0.07 J/m², the partials lie 3 to 4 nm apart, about a third of $h_0$, and the splitting lowers the line energy by roughly 2.5 eV/nm. A core this wide is not small against $h$, so a constant $\alpha$ absorbs the effect only roughly. The thicknesses here therefore illustrate the size of the thermal effects and are not predictions for a particular film. A temperature of 1000 K is high for growing such strained layers and closer to annealing. The core parameter is uncertain: changing $\alpha$ from $e$ to 4 raises $h_0$ by 1.16 nm, more than any thermal shift found above. The assumption of equilibrium can also fail badly. Films grown at low temperature can remain coherent to several times, even about ten times, the equilibrium thickness, because dislocations form and move slowly. With an assumed glide barrier of 2 eV, and all else fixed, the Boltzmann factor for glide is roughly 300 times larger at 1000 K than at 800 K. A strong temperature dependence of the thickness at which relaxation is first seen is therefore no measure of line entropy.

In the three-choice model, $(k_BT/b)\ln3$ is a ceiling on the configurational reduction of the line free energy, and a kink energy well above $k_BT$ makes the actual reduction far smaller. As a design estimate, this ceiling limits the configurational shift in thickness when a single undissociated line stays in its glide plane and moves at most one row per segment, the continuum root is well above $h^*$, and relaxation reaches equilibrium. Two partials that each have three choices would raise the count to $\ln9$ and the shift to about 0.26 nm. Thermal misfit and core vibrations need their own data. The numerical output lists the values used in the isotropic model.

## Table of computed values

```
Temperature: 1000 K; reference: 300 K
Shear modulus: 60.0 GPa; Poisson ratio: 0.25
Burgers length: 0.390 nm; misfit: 0.0100
Core parameter alpha: 2.7183
Thermal energy kB*T: 0.08617 eV
Entropy scale kB*T/b: 0.2210 eV/nm
Line coefficient A: 5.6659 eV/nm
Misfit work slope B: 2.4342 eV/nm^2
Critical thickness h0: 9.8419 nm
Line energy E at h0: 23.957 eV/nm
Ratio (kB*T/b)/E: 0.922 %
Amplification E/(E-A): 1.3098
Peak position h*: 2.3276 nm; G(h*): 10.122 eV/nm
Counting ceiling ln 3: 1.0986 kB per b
Counting free-energy ceiling: 0.2427 eV/nm
Counting shift in h: 0.1309 nm
Counting shift relative to h0: 1.330 %
Counting shift bounds: 0.1306, 0.1802 nm
Equivalent factor on alpha: 0.9581
Wandering s, no kink energy: 0.4502
Wandering s, kink energy 0.50 eV: 0.00001
Self-consistent wandering h: 9.7884 nm
Core modes per b: 20; energy: 0.040 eV
Core mode softening: 10.0 %
Vibrational s: quantum 2.1412, classical 2.1072
Counting plus vibration: 0.7159 eV/nm
Combined shift: 0.3876 nm, 3.938 %
Combined shift bounds: 0.3852, 0.5314 nm
Rise if core stiffens by same s: 0.2536 nm
Upper bound on that rise: 0.2546 nm
Elastic softening rate at 1000 K: 8.0e-05 1/K
Line-energy drop, 300 to 1000 K: 1.342 eV/nm
Elastic-field entropy: 8.674 kB per b
h with 300 K modulus only: 9.8419 nm
Expansion difference: 8.0e-07 1/K
Misfit at 300 K: 0.00944
h with 300 K misfit only: 10.6113 nm
Fall from thermal misfit: 0.7694 nm
That fall / 300 K value: 7.251 %
Lattice expansion coefficient: 4.0e-06 1/K
Rise from lattice expansion: 0.0275 nm
Change for Poisson ratio +0.01: -0.1363 nm
Change for film modulus -1 %: 0.0648 nm
Change for alpha = 4: 1.1581 nm
Line length and position range: 1000 nm each
Positional entropy term: 0.000676 eV/nm
Assumed glide barrier: 2.00 eV
Glide-rate ratio, 1000 K to 800 K: 331.0
f=0.005: h=23.793 nm, E=28.96 eV/nm, counting shift=1.043 %
f=0.010: h=9.842 nm, E=23.96 eV/nm, counting shift=1.330 %
f=0.020: h=3.819 nm, E=18.59 eV/nm, counting shift=1.886 %
```
